\section*{Apparent activation energy of oxide growth at fixed thickness, part 2}

An oxide grows on silicon as oxidant dissolves at its outer surface, diffuses through it and reacts at the inner interface. The question is what energy the temperature dependence of the growth rate $R=dx/dt$ gives when both diffusion and reaction limit the growth. The thickness $x$ is in nm, time $t$ in h, energies are in eV, and $\beta=1/(k_BT)$. At fixed thickness and oxidant pressure, the apparent energy is defined by
\begin{equation}
E_{\rm app}=-\left(\frac{\partial\ln R}{\partial\beta}\right)_{x}.
\label{eq:def}
\end{equation}
The linear constant $L$ and the parabolic constant $B$ have the local energies
\begin{equation}
E_L=-\frac{d\ln L}{d\beta},\qquad
E_B=-\frac{d\ln B}{d\beta}.
\label{eq:local}
\end{equation}
The interface resistance $1/L$ and the diffusion resistance $2x/B$ act in series, and $A=B/L$. The inward flux of oxidant molecules is $F=NR$, where $N$ is the number of them consumed per unit volume of oxide, taken as independent of temperature. So far the gas supplies the surface without loss.

The example is steam oxidation of lightly doped (100) silicon at 760~Torr and 1273~K, with rough typical constants and $x=300$~nm.

The closing numerical output also uses the dissolved fraction $s=C^*/N$, where $C^*$ is the oxidant concentration just inside the outer surface. With reaction constant $k$ and oxide diffusivity $D$, $L=ks$ and $B=2Ds$. Hence $E_L=E_k+E_s$ and $E_B=E_D+E_s$, where $E_k$, $E_D$ and $E_s$ are minus the $\beta$-derivatives of $\ln k$, $\ln D$ and $\ln s$; $E_s=-0.2$~eV is a trial value. The rate law assumes a quasi-steady, linear concentration profile. The "transient" entries come from a numerical solution that drops this assumption and includes the oxidant stored in the growing oxide.

\section{Temperature, experimental protocol and real oxides}

\textbf{Q.} Before I object further, restate what you are carrying over.

\textbf{A.} The thickness is $x$, the rate is $R=dx/dt$, and $\beta=1/(k_BT)$. The linear and parabolic constants $L$ and $B$ have local energies $E_L$ and $E_B$. At fixed oxidant pressure,
\begin{equation}
\frac1R=\frac1L+\frac{2x}{B},\qquad
E_{\rm app}=w_LE_L+w_BE_B,
\label{eq:restate}
\end{equation}
where $w_L$ and $w_B$ are the shares of $1/L$ and $2x/B$ in their sum. The example has $L=750$~nm/h, $B=3.0\times10^5~\mathrm{nm^2/h}$, $E_L=2.0$~eV and $E_B=0.8$~eV at $T=1273$~K. At 300~nm, $w_L=0.40$, $w_B=0.60$, $R=300$~nm/h and $E_{\rm app}=1.28$~eV.

\textbf{Q.} The weights contain $L$ and $B$, which depend on temperature. Then the Arrhenius plot cannot be straight.

\textbf{A.} If $E_L$ and $E_B$ are constant, it is curved unless they are equal or one resistance is negligible. Write $a=1/L$ and $b=2x/B$, so that $w_L=a/(a+b)$. At fixed $x$, $da/d\beta=aE_L$ and $db/d\beta=bE_B$. The quotient rule gives
\begin{align}
\frac{dw_L}{d\beta}
&=\frac{aE_L(a+b)-a(aE_L+bE_B)}{(a+b)^2}\nonumber\\
&=\frac{ab(E_L-E_B)}{(a+b)^2}
=w_Lw_B(E_L-E_B).
\label{eq:dw}
\end{align}
Since $w_B=1-w_L$, its derivative is the negative of this. For constant $E_L$ and $E_B$,
\begin{equation}
\frac{dE_{\rm app}}{d\beta}
=(E_L-E_B)\frac{dw_L}{d\beta}
=w_Lw_B(E_L-E_B)^2\geq0 .
\label{eq:curve}
\end{equation}
In the example this is $0.40(0.60)(1.2)^2=0.346~\mathrm{eV^2}$.

\textbf{Q.} Which way does the plot bend?

\textbf{A.} Since $\partial\ln R/\partial\beta=-E_{\rm app}$, the second derivative of $\ln R$ is minus \eqref{eq:curve}. The curve is concave downward and becomes steeper toward low temperature. On cooling, the resistance with the higher energy rises faster and takes a larger share. Here that is the interface resistance. The sign does not depend on which energy is larger, because their difference is squared.

At a fixed thickness of 300~nm the model gives:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $R$ (nm/h) & $w_L$ & $E_{\rm app}$ (eV)\\
1273 & 300 & 0.40 & 1.28\\
1323 & 457 & 0.31 & 1.17\\
1373 & 654 & 0.23 & 1.08\\
1423 & 891 & 0.17 & 1.01
\end{tabular}
\end{center}

\textbf{Q.} My data have only two temperatures. Which of these energies do I measure?

\textbf{A.} You measure an average over $\beta$. Let $\beta_c$ and $\beta_h$ belong to the colder and hotter runs, so $\beta_c>\beta_h$. Integrating the definition of the local energy at fixed $x$ gives
\begin{equation}
\frac{\ln(R_h/R_c)}{\beta_c-\beta_h}
=\frac1{\beta_c-\beta_h}
\int_{\beta_h}^{\beta_c}E_{\rm app}(x,\beta)\,d\beta .
\label{eq:chord}
\end{equation}
At 1273~K, $k_BT=0.1097$~eV. Between 1273 and 1423~K,
\begin{equation}
\beta_c-\beta_h=\frac1{0.1097}\left(1-\frac{1273}{1423}\right)
=0.961~\mathrm{eV^{-1}}.
\end{equation}
The measured slope would be $\ln(891/300)/0.961=1.13$~eV. It lies between the local values, 1.28 and 1.01~eV.

\textbf{Q.} But their midpoint is nearer 1.14~eV. Is the difference just rounding?

\textbf{A.} No, although it is small. Let $\Delta=E_L-E_B$. Differentiating \eqref{eq:curve} and using $d(w_Lw_B)/d\beta=(w_B-w_L)\,dw_L/d\beta$ gives
\begin{equation}
\frac{d^2E_{\rm app}}{d\beta^2}
=w_Lw_B(w_B-w_L)\Delta^3 .
\end{equation}
Here $\Delta>0$, and $w_B>w_L$ throughout the interval. The function is convex in $\beta$, so its average lies below the mean of its end values.

\textbf{Q.} Is there any use for the local energy if it changes so readily?

\textbf{A.} It gives the sensitivity to a small temperature error at the chosen thickness. Since $d\beta/dT=-1/(k_BT^2)$,
\begin{equation}
\left(\frac{\partial\ln R}{\partial T}\right)_x
=\frac{E_{\rm app}}{k_BT^2}
=\frac{1.28}{0.1097(1273)}=0.0092~\mathrm{K^{-1}}.
\end{equation}
The instantaneous rate changes by about 0.92\% per kelvin. This is not the change in final thickness after a fixed time.

\textbf{Q.} That last distinction worries me. I usually leave all samples in the furnace for the same time. Can I not apply the same average?

\textbf{A.} You need a different formula. Start each sample from bare silicon and hold its temperature constant. Integration of \eqref{eq:restate} gives
\begin{equation}
t=\frac xL+\frac{x^2}{B}.
\label{eq:t2}
\end{equation}
Now hold $t$ fixed and let $x$ change with $\beta$. The total derivative is
\begin{equation}
0=\left(\frac1L+\frac{2x}{B}\right)\frac{dx}{d\beta}
+\frac{xE_L}{L}+\frac{x^2E_B}{B}.
\end{equation}
Define $E_x=-(d\ln x/d\beta)_t$, the energy of thickness at fixed time. Dividing by $x$ and solving,
\begin{equation}
E_x=\frac{E_L/L+xE_B/B}{1/L+2x/B}
=w_LE_L+\tfrac12w_BE_B .
\label{eq:Ex}
\end{equation}
The half appears because $x/B$ is half the diffusion resistance. In the example,
\begin{equation}
E_x=0.40(2.0)+0.30(0.8)=1.04~\mathrm{eV}.
\end{equation}
For a thick oxide $E_x\to E_B/2$, as expected from $x\simeq\sqrt{Bt}$.

\textbf{Q.} Suppose I measure the rate itself, but after the same time. Then I am back to \eqref{eq:restate}, surely?

\textbf{A.} No, because hotter samples are thicker. The rate changes directly with temperature and also through $x$:
\begin{equation}
\left(\frac{d\ln R}{d\beta}\right)_t
=\left(\frac{\partial\ln R}{\partial\beta}\right)_x
+\left(\frac{\partial\ln R}{\partial\ln x}\right)_\beta
\left(\frac{d\ln x}{d\beta}\right)_t .
\end{equation}
From $\ln R=-\ln(1/L+2x/B)$, the second factor is
\begin{equation}
\left(\frac{\partial\ln R}{\partial\ln x}\right)_\beta
=-\frac{2x/B}{1/L+2x/B}=-w_B .
\end{equation}
The last factor is $-E_x$. Thus $(d\ln R/d\beta)_t=-E_{\rm app}+w_BE_x$, and the energy of the rate at fixed time is
\begin{equation}
E_{R,t}=E_{\rm app}-w_BE_x .
\label{eq:ERt}
\end{equation}
With the numbers above, it is $1.28-0.60(1.04)=0.66$~eV.

\textbf{Q.} That is below both of your input energies. An average cannot do that.

\textbf{A.} It is not an average with positive weights adding to one. Heating speeds both steps, but by the chosen time it has also built a thicker diffusion path. The second effect cancels part of the first. At fixed thickness that cancellation is absent, and $E_{\rm app}$ must lie between $E_B$ and $E_L$.

\textbf{Q.} What if I compare the times needed to grow the same final oxide?

\textbf{A.} Then $x$ is fixed, but the measurement includes all the thinner oxides on the way. Define $E_t=(\partial\ln t/\partial\beta)_x$, with a positive sign because an activated time increases on cooling. From \eqref{eq:t2},
\begin{equation}
E_t=\frac{xE_L/L+x^2E_B/B}{x/L+x^2/B}
=\frac{E_L/L+xE_B/B}{1/L+x/B}.
\label{eq:Et}
\end{equation}
For 300~nm, the two parts of the time are $300/750=0.40$~h and $300^2/(3.0\times10^5)=0.30$~h. Hence $t=0.70$~h and
\begin{equation}
E_t=\frac{0.40(2.0)+0.30(0.8)}{0.70}=1.49~\mathrm{eV}.
\end{equation}
It exceeds the local value of 1.28~eV because, in this example, the earlier and thinner oxide had larger apparent energies. Indeed, differentiating $t=\int_0^xdx'/R$ shows that $E_t$ is the time average of $E_{\rm app}$ along the growth:
\begin{equation}
E_t=\frac1t\int_0^x\frac{E_{\rm app}(x',\beta)}{R(x',\beta)}\,dx'.
\end{equation}

\textbf{Q.} So one oxide gives 1.28, 1.04, 0.66 or 1.49~eV. Have you tested these, or only rearranged the same equation?

\textbf{A.} The three results for growth from bare silicon were tested by numerical integration of the rate law, followed by differences in $\beta$. Each agreed with its formula within $10^{-4}$~eV. That tests the derivatives and the time integration; it does not test whether silicon obeys the rate law. The different values answer different experimental questions.

\textbf{Q.} Then let us attack the rate law. You let the gas reach the surface without any resistance.

\textbf{A.} Add a stagnant gas film of thickness $\delta$ and diffusivity $D_g$. Let the oxidant density be $C_g$ outside it and $C_b$ at its base. The film carries
\begin{equation}
F=\frac{D_g(C_g-C_b)}{\delta}
\quad\Longrightarrow\quad
\frac{C_b}{C_g}=1-\frac{F\delta}{D_gC_g}.
\label{eq:film}
\end{equation}
With linear solubility, the surface concentration in the oxide is reduced by the factor $C_b/C_g$. The growth rate is therefore this factor divided by $1/L+2x/B$:
\begin{equation}
R\left(\frac1L+\frac{2x}{B}\right)=\frac{C_b}{C_g}.
\end{equation}
Insert \eqref{eq:film} and $F=NR$, where $N$ is the number of oxidant molecules used per unit volume of oxide. Moving the film term to the left gives
\begin{equation}
\frac1R=\frac1L+\frac{2x}{B}+r_g,\qquad
r_g=\frac{N\delta}{D_gC_g}.
\end{equation}
It is a third resistance in series. If $w_g$ is its share of the new total and $E_g=d\ln r_g/d\beta$, the old terms keep their proportions within the remaining share $1-w_g$. The new energy is $(1-w_g)E_{\rm app}+w_gE_g$, so the shift is
\begin{equation}
\delta E=w_g(E_g-E_{\rm app}).
\end{equation}

\textbf{Q.} How large is it?

\textbf{A.} For a rough $D_g=2~\mathrm{cm^2/s}$ and $\delta=1$~cm, $w_g=3.2\times10^{-5}$. I take $D_g\propto T^{1.75}$; at fixed pressure $C_g\propto T^{-1}$. Thus $r_g\propto T^{-0.75}\propto\beta^{0.75}$ and $E_g=0.75k_BT=0.08$~eV. The shift is about $-4\times10^{-5}$~eV, negligible for these flow conditions. A starved furnace, in which the steam pressure outside the film falls, is a different case: the pressure is then no longer fixed.

\textbf{Q.} Perhaps the prefactors also vary with temperature.

\textbf{A.} If both $L$ and $B$ gain the same factor $T^n$, both local energies rise by $nk_BT$, because $\ln T^n$ equals $-n\ln\beta$ plus a constant. For $n=1$ at 1273~K the shift is 0.11~eV. It is a correction if $E_L$ and $E_B$ denote the exponents alone. If they are local slopes of measured constants, it is already included and must not be added again.

\textbf{Q.} How close is all this to a real silicon wafer?

\textbf{A.} The constants are rough typical values for steam oxidation of lightly doped (100) silicon near 1273~K, so 1.28~eV is a model estimate for that regime. On (111) silicon the linear constant is larger by a factor of roughly 1.7. With $B$, the energies and the 300~nm thickness unchanged, $w_L$ falls to 0.28 and $E_{\rm app}$ to 1.14~eV. A stronger departure concerns the assumption of a constant $E_B$: below roughly 1223~K, the parabolic energy in steam rises to about 1.2~eV. With $B$ continuous at 1223~K and $E_L$ kept at 2.0~eV, this changes the estimate at 1173~K and 300~nm from 1.55 to 1.67~eV. That holds only down to about 1173~K: common fits for steam also lower the linear energy to roughly 1.6~eV below that temperature, and with both changes the estimate just below 1173~K is about 1.44~eV. The temperature table above stays on the hotter side of both changes. In dry oxygen, the first few tens of nanometres grow faster than the linear-parabolic law predicts, so these weights should not be used there.

\textbf{Q.} Does the change in $E_B$ refute your average?

\textbf{A.} No. It refutes the use of one constant $E_B$ on both sides of the change. Away from the kink itself, the local average still holds if the new $B$ and its new energy are used together. The weights change too: the lower $B$ increases the diffusion share. What would defeat \eqref{eq:restate} is a rate that is no longer the reciprocal of these two resistances, or that depends on the sample's history as well as its present thickness and temperature.

\textbf{Q.} Then if I know $E_L$ and $E_B$, can I turn a measured slope into a statement about control?

\textbf{A.} Yes, when they differ and the conditions above hold. Replacing $w_B$ by $1-w_L$ in \eqref{eq:restate} gives
\begin{equation}
w_L=\frac{E_{\rm app}-E_B}{E_L-E_B}.
\end{equation}
For 1.28~eV this is $0.48/1.2=0.40$: the interface supplies 40\% of the resistance. The share is sensitive to the energies put in: an error of 0.1~eV in $E_B$ alone moves it by about 0.05. The inference also needs a local slope at one thickness. The slope of 1.13~eV found between 1273 and 1423~K would give 0.28, not the 0.40 that holds at 1273~K. A slope taken at fixed time, inserted here, would give a wrong share: the value 0.66~eV would even make it negative. The numerical output lists the values behind these comparisons.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 1273 K; kB*T = 0.1097 eV
B = 3e+05 nm^2/h; L = 750 nm/h; A = 400 nm
E_B = 0.80 eV; E_L = 2.00 eV; x = 300 nm
Interface resistance 1/L = 0.001333 h/nm
Diffusion resistance 2x/B = 0.002000 h/nm
Weights: w_L = 0.400, w_B = 0.600
Growth rate = 300.0 nm/h; E_app = 1.280 eV
Thickness table at this T: x, w_L, E_app formula, E_app transient
      30 nm  0.870  1.8435 eV  1.8434 eV
     100 nm  0.667  1.6000 eV  1.5999 eV
     200 nm  0.500  1.4000 eV  1.4000 eV
     300 nm  0.400  1.2800 eV  1.2800 eV
    1000 nm  0.167  1.0000 eV  1.0001 eV
Trial solution enthalpy = -0.20 eV; E_k = 2.20 eV, E_D = 1.00 eV
Average of bare E_k and E_D = 1.480 eV
Dissolved fraction s = 7.0e-04
Rate error of quasi-steady profile: -0.0218 %
Same with s 100 times larger: -2.11 %
dE_app/dbeta = 0.3456 eV^2
Temperature table at x = 300 nm: T, rate, w_L, E_app
  1273 K  300.0 nm/h  0.400  1.280 eV
  1323 K  457.1 nm/h  0.306  1.167 eV
  1373 K  653.9 nm/h  0.231  1.077 eV
  1423 K  891.0 nm/h  0.174  1.009 eV
Slope between 1273 K and 1423 K = 1.133 eV
Rate change per kelvin = 0.92 %/K
Time from bare silicon to x = 0.700 h
Energy of time to reach x = 1.486 eV
Energy of thickness at fixed time = 1.040 eV
Energy of rate at fixed time = 0.656 eV
Gas film: D = 2.0 cm^2/s, thickness = 1.0 cm
Gas-film weight = 3.2e-05; energy shift = -3.8e-05 eV
Shift per power of T in both prefactors = 0.110 eV
(111) silicon, L times 1.7: E_app = 1.138 eV
Below 1223 K, E_B rises to about 1.2 eV (rough)
E_app at 1173 K: 1.555 eV without the rise, 1.672 eV with it
\end{verbatim}
